Inferring the shape of a channel well from three subband energies

**Problem**

Electrons in a transistor channel are confined along z. Their three lowest subband edges, the energies at zero in-plane momentum, are read as 0.100, 0.159 and 0.207 eV from a common but unknown zero. Each reading has an independent standard error σ = 0.001 eV. All three belong to the same valley ladder, with no level missing between them. Take a constant confinement mass m = 0.9 electron masses. Define

r = (E₃ − E₂)/(E₂ − E₁).

(a) Show that for hard walls, and for V = C|z|ᵖ with or without an impenetrable wall at z = 0, r depends neither on the energy zero, nor on the mass, nor on the strength of the confinement.

(b) Find r for infinite hard walls, for a parabola, and for a triangular well, V = Fz for z > 0 with an impenetrable wall at z = 0.

(c) Which of the three shapes fits the readings, and how firmly are the others excluded?

(d) For that shape, find the strength of the confinement and the position of the band edge.

(e) Does r prove the shape?

(f) What does a real silicon channel change?

**Solution**

The algebra uses atomic units, ħ = e = mₑ = 1.

**(a) What cancels**

A constant added to all energies drops out of each difference. For V = C|z|ᵖ the equation is

−ψ″/(2m) + C|z|ᵖψ = Eψ.

Put z = Lx and multiply by mL²:

−½ d²ψ/dx² + mCLᵖ⁺²|x|ᵖψ = mL²Eψ.

Choose L so that mCLᵖ⁺² = 1. The left side then contains only the shape, so mL²E takes fixed values eₙ, and

Eₙ = eₙ/(mL²).

The prefactor cancels in r. A wall at z = 0 stays at x = 0, so the argument covers the triangle too. For hard walls, L is the width and the same prefactor appears.

**(b) The three ratios**

*Hard walls.* With V = 0 inside and ψ = 0 at z = 0 and z = L, ψ = sin kz and kL = nπ. Therefore

Eₙ = n²π²/(2mL²), r = (9 − 4)/(4 − 1) = 5/3.

*Parabola.* For V = ½mω²z², take L² = 1/(mω), so that energies are in units of ω and H = ½(−d²/dx² + x²). Define

A = (x + d/dx)/√2, A† = (x − d/dx)/√2.

Since (d/dx)(xf) = f + x df/dx, multiplying out gives A†A = H − ½ and AA† = H + ½. Hence

HA† = (A†A + ½)A† = A†(AA† + ½) = A†(H + 1).

A† therefore raises the energy by one unit, and A similarly lowers it by one. Because A†A cannot have a negative mean value, lowering must end at a state with Aψ = 0. The one solution is exp(−x²/2), with energy ½. Every level is thus reached from this state:

E = ω(n + ½), n = 0, 1, 2, …, and r = 1.

If a wall cuts the parabola at its centre, only the odd states survive. Their energies are 3/2, 7/2 and 11/2 in units of ω, and again r = 1. The ratio cannot tell a whole parabola from half of one.

*Triangle.* For z > 0,

ψ″ = 2mF(z − E/F)ψ.

Put u = (z − E/F)/l. Then d²ψ/du² = 2mFl³uψ, and the choice l = (2mF)^(−1/3) leaves Airy's equation, d²ψ/du² = uψ. The solution that decays at large z is Ai(u). At the wall u = −E/(Fl), so ψ(0) = 0 gives

Eₙ = aₙs, Ai(−aₙ) = 0, s = Fl = (F²/2m)^(1/3).

The first zeros, found numerically, are a₁ = 2.33811, a₂ = 4.08795 and a₃ = 5.52056. Hence

r = 1.43261/1.74984 = 0.819.

The zeros can be estimated by hand. In the semiclassical approximation the phase from a hard wall to a smooth turning point is (n − ¼)π, so

∫₀^(E/F) √(2m(E − Fz)) dz = (2/3)√(2m) E^(3/2)/F = (2/3)(E/s)^(3/2) = (n − ¼)π.

This gives aₙ ≈ [3π(4n − 1)/8]^(2/3), that is 2.320, 4.082 and 5.517, with r ≈ 0.815.

The same approximation explains the order of the three ratios. In V = C|z|ᵖ the typical wavenumber grows as E^(1/2) and the accessible length as E^(1/p). The phase therefore grows as E^(1/2 + 1/p), and setting it equal to π(n + constant) gives

E ∝ (n + constant)^(2p/(p+2)).

The exponent is 2/3 for the triangle, 1 for the parabola and 2 in the hard-wall limit p → ∞. Spacings shrink, stay equal or grow accordingly. A softer well widens more as the energy rises, which brings its upper levels closer together.

The wall matters for the triangle. A symmetric V-shaped well, F|z| without a wall, has r = 0.690 by numerical diagonalization on a grid.

**(c) Reading the data**

The spacings are 0.159 − 0.100 = 0.059 eV and 0.207 − 0.159 = 0.048 eV, so r = 0.814. To test a candidate ratio q, form the quantity that vanishes for that shape:

D = (E₃ − E₂) − q(E₂ − E₁) = E₃ − (1 + q)E₂ + qE₁.

The middle reading enters both spacings, so the spacing errors are not independent, but the reading errors are. Adding their variances gives

sd(D) = σ√[1 + (1 + q)² + q²] = σ√[2(1 + q + q²)].

The results are:

- Hard walls: D = −0.0503 eV, sd(D) = 0.0033 eV, a misfit of 15 standard deviations.
- Parabola: D = −0.0110 eV, sd(D) = 0.0024 eV, a misfit of 4.5.
- Triangle: D = −0.0003 eV, sd(D) = 0.0022 eV, a misfit of 0.14.

Of the three, the triangle fits. For small errors δr = [δ(E₃ − E₂) − r δ(E₂ − E₁)]/(E₂ − E₁), so the error of r is sd(D) at q = r divided by the lower spacing. The result is r = 0.81 ± 0.04.

**(d) Strength and band edge**

The widest interval gives the energy scale:

s = (E₃ − E₁)/(a₃ − a₁) = 0.107 eV/3.18245 = 0.0336 eV.

Solving s³ = F²/(2m) for the field gives

F = √(2ms³) = 5.83 × 10⁻⁵ atomic units = 0.300 MV/cm.

The length scale is l = s/F = 11.2 Å, or 1.12 nm. The band edge at the wall lies at

E₁ − a₁s = 0.100 − 0.0786 = 0.021 eV

on the scale of the readings. The ratio needed no mass, but the field does: at fixed s it varies as √m. Since F ∝ s^(3/2), the readings alone give F a relative error of 1.5 × √2 × 0.001/0.107, or 2 percent. Errors in the mass and in the model come on top.

The classical turning points aₙl lie 26, 46 and 62 Å from the wall. The three levels therefore probe the potential over roughly that depth and say little about it further out.

**(e) The ratio does not prove the shape**

*A finite square well.* Let the half-width be b and the depth V₀, with the same mass inside and outside. Near the right edge write ψ = sin[k(b − z) + φ]. Matching to exp(−κz) outside requires k cot φ = κ. Since k² + κ² = 2mV₀, this means sin φ = k/√(2mV₀). By symmetry the left edge needs the same φ, so 2kb + 2φ = nπ. With x = kb and x₀ = b√(2mV₀),

x = nπ/2 − arcsin(x/x₀), E = x²/(2mb²).

The third level is just bound at x₀ = π. Numerical solution gives r = 1.14 there, rising towards 5/3 as the well deepens. A value near 1.2 could therefore mean a shallow square well, not a distorted parabola.

*A smooth well with almost the triangular ratio.* Measure length in units of a and energy in units of 1/(2ma²), and take

H_λ = −d²/dx² − λ(λ + 1) sech²x.

Let t = tanh x, so that dt/dx = sech²x = 1 − t². With B = d/dx + λt and B† = −d/dx + λt,

B†B = −d²/dx² − λ sech²x + λ²t² = H_λ + λ²,

BB† = −d²/dx² + λ sech²x + λ²t² = H_(λ−1) + λ².

The state with Bψ = 0 is sechᵏx with k = λ, and its energy is −λ². For any other bound state of H_λ, Bψ is a state of H_(λ−1) with the same energy, and B† leads back. Thus H_λ has the level −λ² and all the levels of H_(λ−1). Repeating the step gives −(λ − n)² for n < λ.

For λ = 6 the lowest levels are −36, −25, −16 and −9, so r = 9/11 = 0.818. The triangle has 0.819, and the present readings cannot separate the two.

A fourth level can help. The next ratio, (E₄ − E₃)/(E₃ − E₂), is 0.884 for the triangle and 7/9 = 0.778 for the sech² well. Applied to the measured upper spacing, these predict

E₄ = 0.207 + 0.884 × 0.048 = 0.249 eV (triangle),

E₄ = 0.207 + 0.778 × 0.048 = 0.244 eV (sech² well).

If E₄ is read with the same error σ, the difference between reading and triangular prediction has a standard deviation of 0.0023 eV. The 0.005 eV gap is then only about two standard deviations. Fitting the energy zero and the energy scale to all four readings raises the separation to about three, but only if λ is held at 6. Since r is known only to ±0.04, λ is not fixed by the data; if it is fitted too, it comes out near 7.6 and the separation falls to about one standard deviation. A firm decision calls for better readings or more levels. Knowledge of the device, such as an oxide on one side and a field pressing electrons against it, is also evidence for the triangle.

**(f) A real silicon channel**

The numbers lie in the regime of electrons under the oxide of a silicon transistor, with rough, round parameters. The following values of r come from numerical solutions with one effect added at a time to the ideal 0.819. Here F is the field at the wall without the channel electrons, held at 0.300 MV/cm.

- An oxide barrier of 3 eV, with oxide mass 0.5, lowers each level by about 0.003 eV and leaves r at 0.819.
- A band bending of 0.9 V makes the depletion layer 600 Å wide, for a doping near 3 × 10¹⁷ cm⁻³. The potential then bends as Fz − Fz²/(2W), with W this width, and r = 0.804.
- The image charge at the oxide, with relative permittivities of about 12 and 3.9, repels the electron and gives r = 0.839.
- The self-consistent electrostatic field of the channel electrons, all in the lowest level, gives 0.816 at 10¹¹ cm⁻² and 0.790 at 10¹² cm⁻². Their charge raises the total field at the wall to about 0.32 and 0.45 MV/cm.
- A nonparabolic mass, E(1 + αE) = p²/(2m) with α = 0.5 eV⁻¹, treated to first order, gives 0.810. The full dispersion relation raises this value, and the combined value below, by about 0.001.

With the last four together, at 10¹¹ cm⁻², r = 0.814: shifts of opposite sign largely cancel. Each shift is smaller than the reading error of 0.04, so the choice among the three shapes stands for these parameters. This does not extend to strong inversion: the channel charge alone, all in the lowest level, brings r to about 0.74 at 3 × 10¹² cm⁻² and about 0.63 at 10¹³ cm⁻², and with the electrons spread over both valley ladders at 300 K the four effects together give 0.77 already at 10¹² cm⁻². The inferred field and band edge are less safe, since r does not measure a common change of scale. With the same four effects present, the ideal triangle formula would give F as about 0.26 MV/cm instead of 0.300 MV/cm and place the band edge about 0.02 eV too high. This model error is much larger than the 2 percent from the readings.

The assumption of a single ladder is more dangerous. At a (001) surface, the orientation assumed here, silicon has a second set of valleys with a confinement mass of roughly 0.2. Its lowest level scales as m^(−1/3) and lies at 0.0786 × (0.9/0.2)^(1/3) = 0.130 eV above the band edge, just below E₂ at 0.137 eV. If it is counted as the second level of the first ladder, and the true E₂ as the third, the result is a false r of about 0.15 for the ideal wall. This number is sensitive: the 3 eV barrier lowers the light-valley level by about 0.012 eV, against 0.003 eV for the first ladder, and raises the false r to about 0.4, while masses of 0.916 and 0.19 with the ideal wall give about 0.09.

At 300 K, kT = 0.026 eV, and a state in the second subband has a Boltzmann weight of 0.10 relative to the first. The second ladder matters more: it starts only 0.051 eV above the lowest level, and its four valleys, with their larger in-plane mass, offer about four times as many states per unit energy. For a dilute channel in the ideal triangle, just under 60 percent of the electrons are then in the lowest level, and fewer once the finite barrier narrows the gap between the ladders to 0.042 eV. The picture of electrons in that level alone therefore suits low temperature. Tunnelling through 50 Å of oxide is suppressed by about 10⁻²⁷ for a flat 3 eV barrier; a thinner oxide or a strong oxide field weakens this protection. The 0.9 V band bending is a round value near threshold: at this doping, 10¹¹ to 10¹² cm⁻² requires a depletion drop near 1.0 V at 300 K and about 1.2 V at low temperature, comparable with the gap. Pair creation under a drain voltage would need a separate estimate.

Exchange and correlation are left out. So is the difference between an optical resonance and the bare subband spacing, for which the readings are assumed to be already corrected.

Numbers in the example were calculated in double precision.
